# When Two Zero-Range Traps Lose Their Antisymmetric Bound Level

An electron trap with a level 1.50 eV below the conduction-band edge is placed beside an identical one. At a separation of 2.4 Å the pair has a symmetric level at −2.34 eV and an antisymmetric level at −0.19 eV. At 2.0 Å the symmetric level has sunk to −2.70 eV, and there is no bound antisymmetric level. Two traps, each able to bind an electron by 1.50 eV, now provide one bound orbital between them. What sets the distance at which the second is lost?

## One trap

Take one electron of effective mass $m$, in atomic units ($\hbar=1$), with energy $E$ measured from the band edge. The trap is neutral, ignores spin, and is much smaller than the electron's wavelength. Outside it the electron is free. For a bound state write
$$E=-\frac{\kappa^2}{2m},\qquad \nabla^2\psi=\kappa^2\psi,\qquad \kappa>0 .$$
For a spherical wave, $u=r\psi$ obeys $u''=\kappa^2u$, whose decaying solution is $u=Ae^{-\kappa r}$.

A zero-range trap is defined by the logarithmic slope it imposes at its centre, $u'(0)/u(0)=-\kappa_0$ with $\kappa_0>0$. Equivalently, near the centre
$$\psi= A\left(\frac1r-\kappa_0\right)+\dots, \tag{1}$$
where the dots vanish at $r=0$. The solution $u=Ae^{-\kappa r}$ has slope $-\kappa$, so $\kappa=\kappa_0$: there is one level, $E_0=-\kappa_0^2/2m$. I call $1/\kappa_0$ the decay length. It refers to the amplitude $r\psi$; the density falls twice as fast.

**Numbers.** With $m=0.50$ electron masses, $\hbar^2/2m=7.62$ eV Å². Hence $\kappa_0=\sqrt{1.50/7.62}=0.444$ Å⁻¹, and the decay length is 2.25 Å (0.225 nm). This lies between the two separations of the opening.

## Two traps: the form of the wave

Put the traps at $\mathbf R_1$ and $\mathbf R_2$, a distance $R$ apart, and let $r_1,r_2$ be the distances from them. Near each trap $\psi$ behaves as $A/r_1$ or $B/r_2$. Stronger singularities, $1/r^2$ and beyond, are not square integrable. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$,
$$(-\nabla^2-2mE)\psi=4\pi\left[A\,\delta(\mathbf r-\mathbf R_1)+B\,\delta(\mathbf r-\mathbf R_2)\right].$$
With $\tilde\psi(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}\psi\,d^3r$ this becomes
$$\tilde\psi(\mathbf q)=4\pi\,\frac{Ae^{-i\mathbf q\cdot\mathbf R_1}+Be^{-i\mathbf q\cdot\mathbf R_2}}{q^2-2mE}. \tag{2}$$
Square integrability now sorts the energies.

- For $E>0$ the denominator vanishes on a sphere, so the numerator must vanish there too. The relative phase of its two terms varies with direction, which forces $A=B=0$. There is no bound state above the edge.
- For $E=0$ and small $q$, $|\tilde\psi|^2q^2\propto|A+B|^2/q^2$, which is integrable only if $A+B=0$. A bound state at the edge must be antisymmetric.
- For $E<0$ the denominator is $q^2+\kappa^2$. The function $e^{-\kappa r}/r$ satisfies $(-\nabla^2+\kappa^2)\psi=4\pi\delta$, so
$$\psi=A\frac{e^{-\kappa r_1}}{r_1}+B\frac{e^{-\kappa r_2}}{r_2}. \tag{3}$$

## The bound-state equations

Go to trap 1 and let $r_1\to0$. The first term of (3) is $A(1/r_1-\kappa)$ plus vanishing terms. In the second, $r_2\to R$. Condition (1) requires
$$A\left(\frac1{r_1}-\kappa\right)+B\frac{e^{-\kappa R}}R=A\left(\frac1{r_1}-\kappa_0\right).$$
The singular parts cancel. With the same step at trap 2,
$$(\kappa_0-\kappa)A+gB=0,\qquad gA+(\kappa_0-\kappa)B=0,\qquad g=\frac{e^{-\kappa R}}R .$$
A nonzero solution needs $(\kappa_0-\kappa)^2=g^2$. The first equation gives $B/A=(\kappa-\kappa_0)/g=\pm1$, hence
$$\kappa=\kappa_0+\frac{e^{-\kappa R}}R\quad(B=A),\qquad \kappa=\kappa_0-\frac{e^{-\kappa R}}R\quad(B=-A). \tag{4}$$
The symmetric state is bound more deeply than the isolated trap, the antisymmetric one less deeply.

## Counting the roots

Set $x=\kappa R$ and $x_0=\kappa_0R$. The antisymmetric equation is
$$f(x)=x-x_0+e^{-x}=0,\qquad f(0)=1-x_0,\qquad f'(x)=1-e^{-x}>0\ \text{ for }x>0 .$$
So $f$ rises from $1-x_0$ to infinity. If $x_0>1$ it starts negative and crosses zero once. If $x_0<1$ it starts positive and never reaches zero. An antisymmetric level below the band edge therefore exists if and only if
$$R>\frac1{\kappa_0}. \tag{5}$$

The symmetric function $x-x_0-e^{-x}$ starts at $-x_0-1<0$ and has slope $1+e^{-x}>0$. It has one root at every $R>0$.

The physical content shows when the antisymmetric equation is written as
$$\kappa_0=\kappa+\frac{e^{-\kappa R}}R .$$
The trap imposes a fixed inward slope $\kappa_0$. Part of it is used by the electron's own decay, $\kappa$. The rest is used by the partner's wave, which arrives with opposite sign and lowers the amplitude at the trap. The sum on the right is smallest at $\kappa=0$, where it equals $1/R$. If $1/R$ exceeds $\kappa_0$, the partner demands more than the trap can supply even with no decay left.

Both roots have a closed form. Let $y=x-x_0=\pm e^{-x}$. Then $ye^y=\pm e^{-x}e^{x-x_0}=\pm e^{-x_0}$, so
$$\kappa R=x_0+W_0\!\left(\pm e^{-x_0}\right),$$
where $W_0$ is the principal Lambert function, the inverse of $ye^y$ for $y\ge-1$. It is the right branch for the antisymmetric root because $x>0$ gives $y=-e^{-x}>-1$.

**Numbers at 3.0 Å.** Here $x_0=1.331$. The antisymmetric root is $x=0.941$, since $1.331-e^{-0.941}=0.941$. Its energy is $-1.50\,(0.941/1.331)^2=-0.75$ eV. The symmetric root $x=1.544$ gives −2.02 eV.

## Test on the limit of distant traps

For $x_0\gg1$ the exponential in (4) may be evaluated at $\kappa_0$, so $\kappa_\pm\approx\kappa_0\pm e^{-\kappa_0R}/R$. The splitting is
$$E_--E_+=\frac{(\kappa_+-\kappa_-)(\kappa_++\kappa_-)}{2m}\approx\frac{2\kappa_0e^{-\kappa_0R}}{mR}.$$
At 8.0 Å, with $1/m=2\times7.62$ eV Å², this is $4(7.62)(0.444)e^{-3.549}/8.0=0.049$ eV. The roots of (4) give the same value to this precision.

## Test on the limit of vanishing binding

For small $x$, $e^{-x}=1-x+x^2/2-x^3/6+\dots$, and $f=0$ becomes
$$\frac{x^2}2\left(1-\frac x3+\dots\right)=x_0-1 .$$
To leading order $x^2=2(x_0-1)$, so
$$E_-\approx-\frac{\kappa_0R-1}{mR^2}.$$
The level reaches the edge linearly in $R-1/\kappa_0$. At 2.4 Å this law gives −0.172 eV, against −0.194 eV from the full equation. The next term accounts for most of the gap: $x\approx\sqrt{2(0.065)}=0.36$ raises the depth by a factor of about $1+0.36/3=1.12$, to 0.192 eV.

Does the state spread without limit as it reaches the edge? Take $A=1$, $B=-1$. Each squared term integrates to $4\pi\int_0^\infty e^{-2\kappa r}dr=2\pi/\kappa$. For the overlap use $\xi=(r_1+r_2)/R$ and $\eta=(r_1-r_2)/R$, for which $r_1r_2=R^2(\xi^2-\eta^2)/4$ and $d^3r=(R^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$:
$$\int\frac{e^{-\kappa(r_1+r_2)}}{r_1r_2}d^3r=\frac R2\,(2\pi)(2)\int_1^\infty e^{-\kappa R\xi}d\xi=\frac{2\pi}\kappa e^{-\kappa R}.$$
Therefore
$$\int|\psi|^2d^3r=\frac{4\pi}\kappa\left(1-e^{-\kappa R}\right)\longrightarrow4\pi R\quad(\kappa\to0).$$
The norm stays finite, so most of the probability stays near the pair. At $R=1/\kappa_0$ the state is $1/r_1-1/r_2$, whose tail falls as $1/r^2$ like a dipole potential. The probability per unit radius then also falls as $1/r^2$. With the norm $4\pi R$, the fraction found beyond a large distance $r$ is $R/3r$, about one sixth at $r=2R$. This tail is small, but it falls too slowly for a finite mean radius. The state is nevertheless normalizable at zero energy, in agreement with the condition $A+B=0$ found earlier. Below this distance no bound antisymmetric state remains. The root of $f$ does not disappear but becomes complex: at 2.0 Å it is $x=-0.037\pm0.472i$, a resonance 0.42 eV above the band edge with a full width of 0.13 eV.

## Test on the limit of merging traps

As $R\to0$ the symmetric equation becomes $x=e^{-x}$, with root $x=0.567$. Then $E_+\to-(0.567)^2/(2mR^2)$, which falls without bound. No real pair does this. The result marks the end of the zero-range model, which fails completely once $R$ is comparable with the size of the trap. Its errors can already be large at several times that distance, as the example with a core shows below.

## Generalization: unequal traps

Let the isolated traps have constants $\kappa_1$ and $\kappa_2$. The matching equations now say that the matrix
$$M(\kappa)=\begin{pmatrix}\kappa_1-\kappa&g\\g&\kappa_2-\kappa\end{pmatrix}$$
has a zero eigenvalue. Because $dg/d\kappa=-e^{-\kappa R}$,
$$\frac{dM}{d\kappa}=-\begin{pmatrix}1&e^{-\kappa R}\\e^{-\kappa R}&1\end{pmatrix},$$
which is negative definite for $\kappa>0$. Both eigenvalues of $M$ thus fall steadily, towards $-\infty$. Each one that is positive at $\kappa=0$ crosses zero once and gives one level. At $\kappa=0$ the trace is $\kappa_1+\kappa_2>0$ and the determinant is $\kappa_1\kappa_2-1/R^2$. Two levels exist if and only if
$$R>\frac1{\sqrt{\kappa_1\kappa_2}} .$$
For equal traps this is (5). The loss of the second level does not depend on perfect symmetry, but the way it is lost does. To first order in $\kappa$ the determinant condition reads $\kappa(\kappa_1+\kappa_2-2/R)=\kappa_1\kappa_2-1/R^2$. At the critical distance the bracket equals $(\sqrt{\kappa_1}-\sqrt{\kappa_2})^2$, which is positive for unequal traps. Close enough to threshold $\kappa$ is then linear, and the energy quadratic, in the distance from threshold. There $B/A=-\sqrt{\kappa_1/\kappa_2}$, so $A+B\ne0$ and the state spreads without limit. The linear approach and the normalizable state at the edge belong to equal traps only.

## Generalization: traps with a core

Replace each trap by an attraction of finite range $b$ that acts through the form factor $e^{-q^2b^2/2}$ in momentum space. In the antisymmetric sector the Hamiltonian is $q^2/2m-\lambda|\chi\rangle\langle\chi|$, with $|\chi|^2=2\sin^2(\mathbf q\cdot\mathbf R/2)\,e^{-q^2b^2}$. The average of $2\sin^2(\mathbf q\cdot\mathbf R/2)$ over angles is $1-\sin(qR)/(qR)$. The bound-state equation $(q^2/2m+\kappa^2/2m)\tilde\psi=\lambda\chi\langle\chi|\tilde\psi\rangle$, divided by the bracket and projected on $\chi$, gives
$$\frac1\lambda=\frac{2m}{2\pi^2}\int_0^\infty\frac{q^2e^{-q^2b^2}}{q^2+\kappa^2}\left(1-\frac{\sin qR}{qR}\right)dq .$$
The isolated trap obeys the same equation without the sine term and with $\kappa=\kappa_0$. Equating the two values of $1/\lambda$ at $\kappa=0$, and using $q^2/(q^2+\kappa_0^2)=1-\kappa_0^2/(q^2+\kappa_0^2)$, gives the critical distance $R_c$:
$$\int_0^\infty e^{-q^2b^2}\left[\frac{\kappa_0^2}{q^2+\kappa_0^2}-\frac{\sin qR_c}{qR_c}\right]dq=0 .$$
For $b\to0$ the integrals are $\pi\kappa_0/2$ and $\pi/2R_c$, so $R_c=1/\kappa_0$ again, now without any boundary condition at a point.

For a small core the first integral loses $\kappa_0^2\int_0^\infty(1-e^{-q^2b^2})q^{-2}dq=\kappa_0^2b\sqrt\pi$, while the second hardly changes if $R_c\gg b$. To first order in $\kappa_0b$,
$$R_c\approx\frac1{\kappa_0}+\frac{2b}{\sqrt\pi}.$$
With $b=0.50$ Å this gives $2.254+0.564=2.82$ Å; the full condition gives 2.85 Å.

The Hamiltonian was also diagonalized numerically for $b$ equal to 0.08, 0.04 and 0.02 decay lengths, and the results were extrapolated to $b=0$. The critical distance, found from the threshold condition above on the same momentum grid and extrapolated in the same way, came out as 1.0000 decay lengths. At $R=1.4$ decay lengths the antisymmetric $\kappa/\kappa_0$ was 0.7499, against 0.7501 from (4). The numerical output below gives the other cases.

## Beside a silicon nitride layer

The depth and mass used here are rough typical values for electron traps in the silicon nitride layer of a charge-trap memory. A depth of this size is usually a thermal value, which includes lattice relaxation. The decay of the orbital follows the vertical depth, which can be about twice as large; 2.8 eV, for example, would give a decay length of 1.65 Å. The zero range is a doubtful assumption here, because a decay length of 2.25 Å is not much longer than a bond. With the trap depth held at 1.50 eV, the 0.50 Å core, itself only an illustrative size, raises the critical distance by 26%. It also reduces the antisymmetric depth at 3.0 Å from 0.75 to 0.17 eV. The parabolic band is doubtful as well: for a gap of roughly 5 eV, the two-band relation $\kappa_0^2=2m|E_0|(1-|E_0|/E_{\rm gap})$ lengthens the decay length to 2.69 Å. This is not a corrected critical distance, because (5) was derived for a parabolic band, and a different band also changes the wave close to the traps. The effect of the core also depends on its form. For local wells $-V_0e^{-r^2/s^2}$ whose potentials add, each tuned to 1.50 eV, $s=0.71$ Å gives a critical distance of 2.70 Å and an antisymmetric depth of 0.31 eV at 3.0 Å. For $s$ from 2 to 3 Å the antisymmetric level stays bound even when the wells coincide, because the doubled well binds a $p$ state. The critical distance is thus known only in order of magnitude, as a few angstrom, and for wide traps it need not exist. Two defects this close may well relax into one defect of another kind, which the model cannot describe.

Other neglected energies compare as follows.

- **A second electron.** Equation (4) counts orbitals for one electron. Two electrons held one on each trap, 3.0 Å apart, repel by about 0.69 eV if they are treated as point charges and the static permittivity, roughly 7, applies at so short a distance. This is about half the 1.27 eV splitting there. Two electrons sharing the symmetric orbital can also meet on the same trap, and they repel more strongly. The energy of a pair holding two electrons therefore cannot be read from (4).
- **Lattice polarization.** A charge spread over the surface of a sphere whose radius $a$ is one decay length gains $(e^2/8\pi\epsilon_0a)(1/\epsilon_\infty-1/\epsilon_s)$. With optical and static permittivities $\epsilon_\infty\approx4$ and $\epsilon_s\approx7$ this is about 0.34 eV, more than the whole antisymmetric depth at 2.4 Å. The isolated zero-range orbital is more compact than this sphere: for its density, proportional to $e^{-2\kappa_0r}/r^2$, the gain is larger by a factor $4\ln2\approx2.8$, about 0.95 eV.
- **Field.** At 5 MV/cm the bias across 3.0 Å is 0.15 eV, small beside the splitting but close to the antisymmetric depth found with the core. In a field every level can also leak. For binding energy $|E|$ and force $F$, the exponent for a triangular barrier is $2\int_0^{|E|/F}\sqrt{2m(|E|-Fx)}\,dx=4\sqrt{2m}\,|E|^{3/2}/3F$. It is about 18 for the isolated trap and about 6 for the zero-range antisymmetric level at 3.0 Å, so the shallower level empties far more readily.
- **Temperature.** At 358 K, $k_BT=0.031$ eV. In the zero-range model the antisymmetric depth equals this at 2.28 Å, only 0.02 Å above the critical distance.

Such pairs would be rare if traps were placed independently at random. For a density $n$ of roughly $10^{19}$ cm⁻³, the chance that a given trap has a neighbour within $1/\kappa_0$ is $1-\exp(-4\pi n/3\kappa_0^3)\approx5\times10^{-4}$. Clustering of defects would change this estimate. The model therefore describes what happens to a close pair; it does not predict the trap spectrum of a whole layer.

## Numbers as computed

```
TESTS, in units of the isolated decay length
R=1.4 even: kappa/kappa0 diagonalized 1.1440, formula 1.1440
R=1.4 odd: kappa/kappa0 diagonalized 0.7499, formula 0.7501
R=2.2 odd: kappa/kappa0 diagonalized 0.9429, formula 0.9429
R=0.8 even: kappa/kappa0 diagonalized 1.4061, formula 1.4059
critical R, diagonalized, zero range: 1.0000
odd norm at threshold / (4 pi R): 1.000000
even state, kappa R as R -> 0: 0.5671
EXAMPLE INPUTS (rough typical values)
trap depth: 1.50 eV
effective mass: 0.50 electron masses
hbar^2/(2m): 7.6200 eV angstrom^2
EXAMPLE RESULTS
kappa0: 0.4437 1/angstrom
decay length = critical R: 2.254 angstrom = 0.2254 nm
R=8.0 angstrom, kappa0 R=3.549: even -1.5237 eV, odd -1.4751 eV
R=5.0 angstrom, kappa0 R=2.218: even -1.6363 eV, odd -1.3382 eV
R=3.0 angstrom, kappa0 R=1.331: even -2.0196 eV, odd -0.7492 eV
R=2.4 angstrom, kappa0 R=1.065: even -2.3382 eV, odd -0.1941 eV
R=2.0 angstrom, kappa0 R=0.887: even -2.7032 eV, odd no level
splitting at 8.0 angstrom: 0.0486 eV
large-R law at 8.0 angstrom: 0.0486 eV
threshold law, odd level at 2.4 angstrom: -0.1715 eV
NEGLECTED EFFECTS
core range b: 0.50 angstrom
critical R with this core: 2.847 angstrom
odd level at 3.0 angstrom with this core: -0.1657 eV
band gap: 5.0 eV
decay length, two-band dispersion: 2.694 angstrom
relative permittivity: static 7.0, optical 4.0
repulsion of two electrons 3.0 angstrom apart, static: 0.686 eV
lattice polarization energy, radius = decay length: 0.342 eV
field: 5.0 MV/cm
field bias across 3.0 angstrom: 0.150 eV
splitting at 3.0 angstrom: 1.2704 eV
tunnel exponent, isolated trap: 17.75
tunnel exponent, odd level at 3.0 angstrom: 6.26
temperature: 358 K, kT: 0.0309 eV
R where odd depth equals kT: 2.276 angstrom
trap density: 1.0e+19 cm^-3
chance of a random neighbour within critical R: 4.79e-04
```
